Dimeric precursor vapour in a Knudsen effusion measurement

**Question**

A solid precursor for atomic layer deposition is held at temperature T in a closed cell with one small, thin orifice of area A. Outside is vacuum. The cell loses mass Δm in time t, and the vapour pressure is to be found from this loss. One formula unit, the monomer, has molar mass M₁ and contains one metal atom. The vapour consists entirely of dimers, but the analyst uses the molar mass M₁.

Take the vapour as an ideal gas with Maxwell's velocity distribution. Assume that molecules pass the orifice without colliding with each other or with its edge, and that none return. P denotes the true pressure in the cell, P_app the pressure the analyst reports, k Boltzmann's constant and R the gas constant.

Data: M₁ = 130 g/mol, T = 320 K, orifice diameter d = 0.50 mm, Δm = 4.0 mg, t = 10 h. These are round model values.

(a) Derive the mass flux G through the orifice for a vapour of molar mass M at pressure P.

(b) Find P_app/P.

(c) Calculate both pressures.

(d) Generalise (b) to a vapour in which a mole fraction x of the molecules are dimers and the rest monomers.

(e) The precursor is now delivered by a carrier gas saturated with its vapour at the same T. How does the metal content expected by the analyst compare with the true one?

(f) A static gauge measures the force per area that the vapour exerts. How can its reading reveal the dimer, and how accurate must the effusion measurement be?

(g) Estimate the main effects neglected so far. Which of them alter the answer to (b)?

**Model answers**

**(a) Mass flux**

Let x point outward through the orifice, let m be the mass of a molecule and n the number density. The velocity component v along x has the distribution

g(v) = √(m/(2πkT)) exp(−mv²/(2kT)).

Molecules with component v > 0 reach unit area at the rate n v g(v) dv. The number flux is therefore

J = n ∫₀^∞ v g(v) dv.

Since ∫₀^∞ v exp(−mv²/(2kT)) dv = kT/m,

J = n √(m/(2πkT)) · kT/m = n √(kT/(2πm)).

The ideal gas law gives n = P/(kT), so

J = P/√(2πmkT).

Each molecule carries mass m. With m/k = M/R,

G = mJ = P √(m/(2πkT)) = P √(M/(2πRT)).

At fixed P and T, heavier molecules are slower and fewer of them leave, J ∝ M^(−1/2). Each takes more mass with it, so the mass flux rises as M^(1/2).

**(b) The error factor**

The balance gives G = Δm/(At), whatever the analyst believes about the molecules. Solving (a) for the pressure,

P = G √(2πRT/M).

The true molar mass is 2M₁, while the analyst inserts M₁:

P = G √(2πRT/(2M₁)),  P_app = G √(2πRT/M₁).

Dividing, with G and T the same in both,

P_app/P = √(2M₁/M₁) = √2 ≈ 1.414.

The pressure is overestimated by 41 %. The analyst assigns the mass loss to light molecules, and more pressure is needed to drive the same mass flux with light molecules than with heavy ones. The same division for a vapour of q-fold clusters gives √q. Using the dimer mass for a purely monomeric vapour gives the opposite error, a factor 1/√2.

**(c) Numbers**

The orifice area is πd²/4 = 0.1963 mm², and 10 h is 3.6 × 10⁴ s. Hence

G = 4.0 × 10⁻⁶ kg / (1.963 × 10⁻⁷ m² × 3.6 × 10⁴ s) = 5.66 × 10⁻⁴ kg/(m² s).

For the dimer, M = 0.260 kg/mol and √(2πRT/M) = 253.6 m/s. For the monomer, M₁ = 0.130 kg/mol and the root is 358.6 m/s. Therefore

P = 5.66 × 10⁻⁴ × 253.6 Pa = 0.144 Pa = 1.08 × 10⁻³ Torr,

P_app = 5.66 × 10⁻⁴ × 358.6 Pa = 0.203 Pa = 1.52 × 10⁻³ Torr.

**(d) Mixed vapour**

The partial pressures in the cell are (1 − x)P for monomer and xP for dimer. Without collisions at the orifice the two species leave independently, and their mass fluxes add:

G = [(1 − x)P √M₁ + xP √(2M₁)] / √(2πRT).

The analyst multiplies G by √(2πRT/M₁):

P_app = (1 − x)P + √2 xP,

P_app/P = 1 + (√2 − 1)x.

This is 1 for pure monomer and √2 for pure dimer. At x = 0.50 it is 1.207. The fraction x refers to the vapour in the cell; the escaping stream contains a smaller fraction of dimers, because they are slower.

**(e) Metal delivered**

Assume that the carrier gas does not change the equilibrium pressure and that the vapour stays dimeric. Let P be the saturation pressure, as it is when the corrections in (g) are small. The vapour then holds P/(kT) dimers per volume, each with two metal atoms:

n_metal = 2P/(kT) = 6.50 × 10¹³ cm⁻³.

The analyst expects one metal atom per molecule at the pressure P_app:

n_expected = P_app/(kT) = √2 P/(kT) = 4.59 × 10¹³ cm⁻³.

The ratio is n_expected/n_metal = √2/2 = 0.707. Although the pressure is overestimated, the metal content is underestimated by 29 % of its true value. The pressure is too high by √2, but the number of metal atoms per molecule is too low by 2.

If the precursor is instead delivered by effusion through the same orifice, the analyst makes no error in the metal flux. With N_A Avogadro's constant, the true flux is 2J = 2G N_A/(2M₁) = G N_A/M₁, which is also the analyst's value. Mass loss fixes the number of formula units that leave, however they are grouped into molecules.

**(f) Detecting the dimer**

A molecule that rebounds from a wall with its normal velocity reversed transfers momentum 2mv. In equilibrium the force per area is

2mn ∫₀^∞ v² g(v) dv = 2mn · kT/(2m) = nkT,

because the integral is half of the mean square kT/m. The molecular mass has cancelled, so a gauge at the cell temperature reads P without needing M. A gauge at another temperature T_g, joined to the cell by a tube much narrower than the mean free path, would read P√(T_g/T) instead if the dimers stayed intact, which is 8 % too high at T_g = 373 K. Partial dissociation in the hot gauge would raise the reading further. For a vapour of one species with unknown molar mass M, the division in (b) gives P_app/P = √(M/M₁), or

M = M₁ (P_app/P)².

With the ratio √2 this returns 260 g/mol, the dimer. A single mass loss at one temperature cannot do this, since it supplies one number for the two unknowns P and M.

The square doubles small relative errors. Suppose that the edge of the orifice lets through a fraction 0.962 of the molecules, as found in (g), and that this is ignored. The ratio falls to 1.414 × 0.962 = 1.36, and M comes out as 130 × 1.36² ≈ 240 g/mol. Read with the formula of (d), the same ratio would suggest x = 0.36/0.414 ≈ 0.87, that is, about 13 % monomer that is not there. Telling a pure dimer from a pure monomer needs only about 10 % accuracy in the ratio P_app/P, but a small monomer fraction needs far more. By (d), an error of 1 % in the ratio near √2 shifts the inferred monomer fraction by 0.01 × 1.414/0.414 ≈ 0.034. To resolve 1 % monomer, the ratio must be accurate to about 0.3 %, a limit that the errors of the gauge and of the effusion measurement share.

**(g) Neglected effects**

*Collisions near the orifice.* Let s be the collision diameter, roughly 0.7 nm. The relative velocity of two independent molecules has twice the variance of one velocity in each component, so the mean relative speed is √2 times the mean speed. A molecule sweeps the cross-section πs² at this relative speed, and its mean free path is

λ = 1/(√2 πs²n) = 14 mm.

The ratio d/λ = 3.5 % sets the scale of the departure from free flow; it is not a computed correction.

*Thickness of the orifice.* Let the orifice be a short tube of length L = 0.02 mm. Its wall, of area πdL, faces the cell with half of its field of view and so receives the flux J/2. Relative to the entering stream Jπd²/4, the fraction hitting the wall is 2L/d. Diffuse re-emission returns half of these molecules to the cell, so to first order in L/d the transmission is

W = 1 − L/d = 0.960.

A Monte Carlo calculation of the molecular paths gives 0.9617 ± 0.0002. The difference is of the size of the omitted second-order term, (L/d)² = 0.0016. Ignoring W makes the inferred pressure about 4 % too low.

*Depletion.* The orifice keeps the cell slightly below the saturation pressure P_eq. Let the sample have area S = 1.0 cm², and let a fraction α = 0.1 of the molecules striking it condense. At saturation evaporation balances condensation, so the evaporation rate is proportional to αSP_eq. In steady flow the net evaporation equals the loss:

αS(P_eq − P) = AP,

P_eq/P = 1 + A/(αS) = 1.020.

*Cooling.* With a sublimation enthalpy H of roughly 1.2 eV per dimer, evaporation removes 49.5 μW. If black-body radiation from walls at T were the only heat supply, the surface would be 0.067 K colder than the walls. The Clausius–Clapeyron equation, ΔP/P = HΔT/(kT²), turns this into a pressure 0.9 % lower. Conduction through the crucible would reduce the effect, while surfaces that are not black would increase it: with radiation alone, an effective emissivity of 0.5 gives 1.8 % and one of 0.2 gives 4.4 %.

*Residual monomer.* For dimer ⇌ 2 monomers the partial pressures obey P₁²/P₂ = K. A dissociation enthalpy of 1.2 eV and an entropy of 1.5 meV/K at 1 bar, both rough, give K = 4.58 × 10⁻⁷ Pa. As P₂ ≈ P,

P₁ ≈ √(KP) = √(4.58 × 10⁻⁷ × 0.1435) Pa = 2.6 × 10⁻⁴ Pa,

which is 0.18 % of the vapour. By (d) the ratio becomes 1.4135 instead of 1.4142. At fixed P and T the fraction depends on the dissociation enthalpy ΔH as exp(−ΔH/(2kT)). Lowering ΔH by 0.1 eV at fixed entropy raises the fraction about sixfold, to 1 %, which still lowers the ratio by less than 0.01.

Residual monomer changes the composition of the vapour and so alters the answer to (b) directly. The other effects change how G is related to the pressure. If numerically equal correction factors are applied to two analyses of one record, one with M₁ and one with 2M₁, the results still differ by √2. Corrections computed separately from each assumed molar mass need not be equal. With the same enthalpy per molecule, for example, the analyst who uses M₁ counts twice as many evaporating molecules and finds twice the cooling, which changes the ratio of the corrected pressures to about 1.43. Comparing an uncorrected P_app with a true pressure is different. Relative to the pressure P in the cell, the thickness lowers the ratio to 1.36, as in (f). Relative to P_eq at the nominal temperature, thickness, depletion and cooling all lower the reported value, and

P_app/P_eq ≈ 1.414 × 0.962 × 0.991/1.02 ≈ 1.3,

with collisions near the orifice left out. The factor √2 is thus the error due to the molar mass, not the total error of an uncorrected measurement.

**Relation to a real precursor**

The model values lie in the rough regime of solid aluminium trichloride, whose vapour near this temperature is mainly dimer; they are not data for it. A pressure of 10⁻³ Torr suits effusion, but a carrier gas then takes up little precursor; a hotter source at 0.1 Torr (about 357 K with H = 1.2 eV) would supply roughly eighty times more per volume. At 0.1 Torr the mean free path would be about 0.2 mm, less than the orifice diameter, and the assumption of collision-free flow in (a) would fail. Effusion data for such a source could be taken at lower temperature and extrapolated, or with a much smaller orifice. A hole of diameter λ/10 ≈ 17 μm in a foil 0.02 mm thick is no longer thin, however: its transmission is about 0.48, the formula W = 1 − L/d does not apply, and W must be computed in full or calibrated. The factor √2 carries over if the vapour remains dimeric. Heating the solid raises both K and P, and the monomer fraction √(K/P) of the saturated vapour varies as exp(−(ΔH − H)/(2kT)). With the equal enthalpies assumed in (g) it does not change; it grows on heating only if ΔH exceeds H. With 10 % monomer the factor would be 1.37. A real sample may also release volatile impurities. If they made up 0.4 mg of the 4.0 mg lost, both pressures would come out 11 % too high, with their ratio unchanged. The numerical output below lists the main computed values.

Computed results

```
INPUT (round model values)
monomer molar mass            130 g/mol
dimer molar mass              260 g/mol
temperature                   320 K
orifice diameter              0.50 mm
mass loss                     4.0 mg
duration                      10 h
RESULTS
orifice area                  0.1963 mm2
mass flux G                   5.659e-04 kg/(m2 s)
true pressure (dimer mass)    0.1435 Pa
true pressure (dimer mass)    1.076e-03 Torr
apparent pressure (monomer)   0.2029 Pa
apparent pressure (monomer)   1.522e-03 Torr
ratio from quadrature         1.414214
overestimate                  41.4 %
mass from forward run         4.0000 mg
dimer density                 3.248e+13 cm^-3
metal atoms, true             6.496e+13 cm^-3
metal atoms, mistaken         4.593e+13 cm^-3
metal mistaken/true           0.7071
molar mass from P_app and P   260.0 g/mol
P_app/P at dimer fraction 0.00 1.0000
P_app/P at dimer fraction 0.25 1.1036
P_app/P at dimer fraction 0.50 1.2071
P_app/P at dimer fraction 0.90 1.3728
P_app/P at dimer fraction 1.00 1.4142
NEGLECTED EFFECTS (rough inputs)
collision diameter            0.7 nm
mean free path                14.1 mm
orifice diameter/free path    3.5 %
orifice thickness             0.02 mm
transmission, Monte Carlo     0.9617 +- 0.0002
transmission, 1 - L/d         0.9600
sample area                   1.0 cm2
condensation coefficient      0.1
depletion P_eq/P - 1          1.96 %
sublimation enthalpy          1.2 eV per dimer
evaporative heat flow         49.5 uW
surface cooling               0.067 K
pressure drop from cooling    0.90 %
dissociation enthalpy         1.2 eV per dimer
dissociation entropy          1.5 meV/K (at 1 bar)
dissociation constant         4.58e-07 Pa
residual monomer fraction     0.18 %
P_app/P with this monomer     1.4135
```
